# Polarization of a bent dielectric beam by the flexoelectric effect

## Question

A dielectric beam is bent into a circular arc. Its material is centrosymmetric and unpolarized when flat. The beam is 10 mm long ($L$), 2 mm wide ($w$) and 0.20 mm thick ($t$), and its two large faces are fully covered by thin electrodes. The $x$ axis runs along the beam, $y$ across its width, and $z$ through its thickness, away from the centre of curvature, with $z=0$ at mid-thickness. Bending makes the lengthwise strain $u_{xx}$ vary with $z$ at the uniform rate

$$G=\frac{\partial u_{xx}}{\partial z}=2\ \mathrm{m^{-1}} .$$

The effective flexoelectric coefficient of this narrow beam is $\mu=50\ \mathrm{\mu C/m}$. It is defined as the polarization $P$ along $+z$ per unit strain gradient, for small gradients and zero electric field.

The remaining data are round, rough values in the regime of high-permittivity perovskite ceramics just above their polar transition: susceptibility $\chi=10^4$, Young modulus $Y=100$ GPa, Poisson ratio $\nu=0.30$, bending strength 80 MPa and breakdown field 50 000 V/cm. SI and engineering units are used throughout.

## (a) Geometry and stress

**Find the bending radius, the strain and stress at the faces, and the height of the arc. Is the beam likely to survive?**

*Model answer.* Let the unstretched fibre lie at $z=z_0$ and have radius $R$. It keeps its length $L$, so the arc subtends an angle $L/R$. A fibre at height $z$ has radius $R+z-z_0$ and length $(R+z-z_0)L/R$. Its strain is the change of length divided by $L$:

$$u_{xx}=\frac{(R+z-z_0)L/R-L}{L}=\frac{z-z_0}{R}.$$

Pure bending applies no net force along the beam. In a narrow beam with free sides the stress is $Yu_{xx}$, so

$$0=\int_{-t/2}^{t/2}Y\,\frac{z-z_0}{R}\,dz=-\frac{Yz_0t}{R}.$$

Hence $z_0=0$: for a uniform modulus the unstretched fibre is at mid-thickness. Then $u_{xx}=z/R$, and differentiation gives $G=1/R$, so $R=0.50$ m.

The faces at $z=\pm t/2$ carry the strain

$$\pm\frac{Gt}{2}=\pm(2\ \mathrm{m^{-1}})(1.0\times10^{-4}\ \mathrm{m})=\pm2.0\times10^{-4},$$

or 0.020 percent. The corresponding stress is $(100\ \mathrm{GPa})(2.0\times10^{-4})=20$ MPa, tensile on the outer face. This is one quarter of the assumed strength, so the beam should survive. Stress is proportional to $G$ at fixed thickness, and the assumed strength would be reached at $G=8\ \mathrm{m^{-1}}$.

The middle of the arc stands above the chord through its ends by

$$R\left(1-\cos\frac{L}{2R}\right)\approx\frac{L^2}{8R}=\frac{L^2G}{8}=25\ \mathrm{\mu m}.$$

The approximation $1-\cos\theta\approx\theta^2/2$ is good because $L/2R=0.01$. The bend is barely visible.

## (b) Why a strain gradient polarizes the beam

**Explain why symmetry permits $P\propto G$ but forbids $P\propto u_{xx}$ in this material. Then derive the linear law from an energy density, for electrodes joined by a wire.**

*Model answer.* Inversion through a point reverses every position vector. It reverses $P$, which is a vector, but leaves strain unchanged, because strain is a derivative of displacement with respect to position and both change sign. If $P=eu_{xx}$ held in a centrosymmetric material, inversion would give $-P=eu_{xx}$ with the same $e$, so $e=0$. The gradient $G$ contains one more derivative with respect to position and does change sign. The relation $P=\mu G$ therefore survives inversion.

Now join the electrodes by a wire, so that their voltage difference is zero. In a uniform slab with uniform $P$ and no free charge inside, the field $E$ is uniform. The voltage has magnitude $|E|t$, and therefore $E=0$.

With $G$ held fixed by the bending apparatus, model the part of the energy density that depends on $P$ as

$$U=\frac a2P^2+\frac b4P^4-fGP,\qquad a>0,\quad b>0.$$

The first two terms are the cost of polarizing the material, even in $P$ because the flat material has no preferred direction. The last is the lowest-order coupling allowed by symmetry; higher couplings, such as one in $G^2P^2$, are left out. So is electrostriction, a coupling of $u_{xx}$ to $P^2$. It makes one half of the thickness slightly easier to polarize and the other half slightly harder, and to first order in the strain these changes cancel in the short-circuit polarization. Since $fGP$ is an energy per volume, $f$ has the unit of volts. Equilibrium requires

$$\frac{dU}{dP}=aP+bP^3-fG=0 .$$

The second derivative $a+3bP^2$ is positive, so the solution is a minimum, and it is unique. For small $P$ the cubic term can be dropped, leaving $P=fG/a$.

The constant $a$ is fixed by the ordinary dielectric response. A field adds $-EP$ to $U$, and the linear equilibrium condition becomes $aP=E+fG$. With $G=0$ this must reproduce $P=\varepsilon_0\chi E$, so $a=1/(\varepsilon_0\chi)$. Therefore

$$P=\varepsilon_0\chi E+\mu G,\qquad \mu=\varepsilon_0\chi f, \tag{1}$$

and at short circuit $P=\mu G$. The strain gradient acts on the polarization as a field of strength $fG$ would, and a soft dielectric, with large $\chi$, responds strongly to it.

## (c) The induced polarization

**Calculate $P$ at short circuit. Find also the charge that flows through the wire as the beam is bent, and its direction.**

*Model answer.* Substitution gives

$$P=\mu G=(50\times10^{-6}\ \mathrm{C/m})(2\ \mathrm{m^{-1}})=1.0\times10^{-4}\ \mathrm{C/m^2}.$$

One $\mathrm{C/m^2}$ is $10^6\ \mathrm{\mu C}$ spread over $10^4\ \mathrm{cm^2}$, which is $100\ \mathrm{\mu C/cm^2}$. The result is thus $0.010\ \mathrm{\mu C/cm^2}$.

The polarization points along $+z$ and leaves bound charge $+P$ per unit area on the outer face and $-P$ on the inner face. Since $E=0$, the electrodes must cancel these charges: the outer electrode acquires $-P$ per unit area and the inner one $+P$. Positive charge therefore flows through the wire from the outer electrode to the inner one. With electrode area $Lw=2.0\times10^{-5}\ \mathrm{m^2}$, its amount is

$$Q=PLw=(1.0\times10^{-4})(2.0\times10^{-5})\ \mathrm{C}=2.0\ \mathrm{nC}.$$

On the atomic scale the effect is slight. A crystal cell with an edge of 0.40 nm, a rough value for a perovskite, presents an area of $1.6\times10^{-19}\ \mathrm{m^2}$ to the surface. The bound charge on it is about $1.0\times10^{-4}$ of an elementary charge.

Bending the beam the other way, with the $z$ axis kept fixed in the material, changes the sign of $G$ and hence of $P$ and of the current.

## (d) Is the linear law good enough?

**Take $b=5\times10^9\ \mathrm{J\,m^5/C^4}$, a rough value. Within the model of part (b), find the leading correction to $P=\mu G$, and the gradient at which $P$ falls 1 percent below the linear law.**

*Model answer.* Write $P_0=\mu G$ and $P=P_0(1+\delta)$. Because $fG=aP_0$, the equilibrium condition of part (b) becomes

$$aP_0(1+\delta)+bP_0^3(1+\delta)^3=aP_0 .$$

Subtracting $aP_0$ from both sides and dividing by $aP_0$ gives

$$\delta=-\frac{bP_0^2}{a}(1+\delta)^3\approx-\frac{bP_0^2}{a},$$

where the last form holds for $|\delta|\ll1$. Here $a=1/(\varepsilon_0\chi)=1.13\times10^7\ \mathrm{J\,m/C^2}$ and $bP_0^2=(5\times10^9)(10^{-8})=50$ in the same unit, so

$$\delta=-\frac{50}{1.13\times10^7}=-4.4\times10^{-6}.$$

Solving the full cubic numerically gives $P=9.999956\times10^{-5}\ \mathrm{C/m^2}$, which agrees with this estimate.

For a 1 percent shortfall, set $\delta=-0.01$ in the exact relation:

$$0.01=\frac{b\mu^2G^2}{a}(0.99)^3
\quad\Longrightarrow\quad
G=\frac1\mu\sqrt{\frac{0.01\,a}{(0.99)^3\,b}}\approx96\ \mathrm{m^{-1}}.$$

This is far above the $8\ \mathrm{m^{-1}}$ at which the beam reaches its assumed strength. In this model, the beam would break long before the quartic term mattered. A real perovskite this close to its transition is less forgiving, because of the electrostriction left out in part (b). A tension $\sigma$ along $x$ lowers the stiffness for polarization along $x$ to $a-2Q_{11}\sigma$. With the rough value $Q_{11}\approx0.1\ \mathrm{m^4/C^2}$ this vanishes at the outer face for $G=a/(Q_{11}Yt)\approx6\ \mathrm{m^{-1}}$, so that face can turn polar, and the linear law can fail, before the beam breaks.

## (e) Electrodes not joined

**The beam is discharged while flat, the wire is removed, and the beam is then bent. Find $P$, the field and the voltage, assuming no leakage. What voltage appears if a capacitor $C_L$ is connected across the electrodes instead?**

*Model answer.* With no free charge on the electrodes, the displacement $D=\varepsilon_0E+P$ vanishes in the beam, so $E=-P/\varepsilon_0$. Inserting this in equation (1),

$$P=-\chi P+\mu G\quad\Longrightarrow\quad P=\frac{\mu G}{1+\chi}=\frac{\mu G}{\varepsilon_r},\qquad \varepsilon_r=1+\chi .$$

Numerically, $P=1.0\times10^{-4}/10\,001=1.0\times10^{-8}\ \mathrm{C/m^2}$, ten thousand times smaller than at short circuit. The bound charges create a field that opposes the polarization, and a highly polarizable material yields to that field almost completely. The answer to part (c) thus depends on the wire.

The field is

$$E=-\frac{\mu G}{\varepsilon_0\varepsilon_r}=-11.3\ \mathrm{V/cm},$$

which is $2.3\times10^{-4}$ of the assumed breakdown field. It points towards the inner face, so the outer electrode is at the higher potential, by $V=|E|t=0.226$ V.

With a capacitor connected, the outer electrode and the capacitor plate attached to it form an isolated conductor of zero total charge. The electrode carries $-DLw$, as in part (c), and the plate carries $C_LV$. Therefore

$$-DLw+C_LV=0,\qquad D=\varepsilon_0\varepsilon_rE+\mu G,\qquad E=-\frac Vt .$$

Let $C=\varepsilon_0\varepsilon_rLw/t$ be the capacitance of the beam. Substituting $D$ gives $CV-\mu GLw+C_LV=0$, or

$$V=\frac{\mu GLw}{C+C_L}.$$

For $C_L=0$ this is the open-circuit voltage. For $C_L\gg C$ the voltage tends to zero and the charge delivered, $C_LV$, tends to the short-circuit value $\mu GLw=2.0$ nC. An instrument meant to measure $\mu$ directly through the charge should therefore hold the voltage near zero or have an input capacitance much larger than $C$. Otherwise $C$ must be known, so that the reading can be corrected with this formula.

## (f) Imperfect electrode contacts

**Suppose that a layer of thickness $d=1.0$ nm and relative permittivity $\varepsilon_d=10$, with no flexoelectric response, lies under each electrode. By how much does the short-circuit charge fall?**

*Model answer.* There is no free charge at the internal boundaries, so $D$ is the same in all layers. In each thin layer the field is $D/(\varepsilon_0\varepsilon_d)$. In the body, $D=\varepsilon_0\varepsilon_rE+\mu G$ gives $E=(D-\mu G)/(\varepsilon_0\varepsilon_r)$. The total voltage is zero:

$$2d\,\frac{D}{\varepsilon_0\varepsilon_d}+t\,\frac{D-\mu G}{\varepsilon_0\varepsilon_r}=0 .$$

Multiplying by $\varepsilon_0\varepsilon_r/t$ and collecting the terms in $D$,

$$D=\frac{\mu G}{1+r},\qquad r=\frac{2d/\varepsilon_d}{t/\varepsilon_r}=\frac{2.0\times10^{-10}\ \mathrm{m}}{2.0\times10^{-8}\ \mathrm{m}}=0.010 .$$

The charge falls by 1.0 percent relative to perfect contacts. Two nanometres of poor dielectric matter in a beam 0.20 mm thick because the body has a thousand times the permittivity of the layers. With the layers and $G$ unchanged, $r$ varies as $1/t$. A body 2 µm thick would have $r=1$ and would deliver half the ideal charge per unit area. That thickness is at the edge of the model. With ideal contacts the energy gained by polarizing, $a\mu^2G^2/2$ per volume, would be 85 percent of the mean elastic energy $YG^2t^2/24$, and a strip 2 mm wide would no longer be narrow in the sense of part (g).

## (g) A wide plate instead of a narrow beam

**The same material is made into a plate so wide that it cannot strain along $y$, and is bent to the same $G$. Find $P$ at short circuit. Treat the elasticity as isotropic, and take the flexoelectric response to be**

$$P=\mu_{12}\left(\frac{\partial u_{xx}}{\partial z}+\frac{\partial u_{yy}}{\partial z}\right)+\mu_{11}\frac{\partial u_{zz}}{\partial z}.$$

*Model answer.* In the narrow beam the sides and faces are free, so $\sigma_{yy}=\sigma_{zz}=0$ and $u_{yy}=u_{zz}=-\nu u_{xx}$. Hence

$$\mu_{\text{beam}}=(1-\nu)\mu_{12}-\nu\mu_{11}.$$

This combination is the given 50 µC/m.

In the plate $u_{yy}=0$ and $\sigma_{zz}=0$. Hooke's law for the $y$ direction reads $Yu_{yy}=\sigma_{yy}-\nu\sigma_{xx}=0$, so $\sigma_{yy}=\nu\sigma_{xx}$. The other two strains are then

$$Yu_{xx}=\sigma_{xx}-\nu\sigma_{yy}=(1-\nu^2)\sigma_{xx},\qquad Yu_{zz}=-\nu(\sigma_{xx}+\sigma_{yy})=-\nu(1+\nu)\sigma_{xx}.$$

Dividing the second by the first, and using $1-\nu^2=(1-\nu)(1+\nu)$, gives $u_{zz}=-\nu u_{xx}/(1-\nu)$. Therefore

$$\mu_{\text{plate}}=\mu_{12}-\frac{\nu}{1-\nu}\mu_{11}=\frac{(1-\nu)\mu_{12}-\nu\mu_{11}}{1-\nu}=\frac{\mu_{\text{beam}}}{1-\nu}.$$

The ratio does not involve $\mu_{11}$ or $\mu_{12}$ separately. For $\nu=0.30$ it is 1.43, and the plate has $P=1.43\times10^{-4}\ \mathrm{C/m^2}$. An effective coefficient thus belongs to one bending geometry, and using it in the other causes an error of tens of percent. With free edges the plate limit needs $w^2G/t\gg1$: at this $t$ and $G$ the ratio is about 1.30 for a width of 50 mm and 1.40 for 200 mm. Grips that keep the cross-section flat impose the limit at smaller widths.

The given beam does count as narrow. Free sides let its cross-section curve by $\nu G$, which shifts the edges along $z$ by about $\nu Gw^2/8=0.3\ \mathrm{\mu m}$ relative to the middle. That shift changes the lengthwise strain by about $G\times0.3\ \mathrm{\mu m}=6\times10^{-7}$, negligible beside the face strain of $2\times10^{-4}$, so it meets almost no resistance.

## (h) Comparison with real ceramics

**The susceptibility follows $\chi=\mathcal C/(T-T_0)$ with $\mathcal C=10^5$ K, and the beam is 10 K above $T_0$. Find the effect of warming by 1 K at fixed $f$ and $G$. Then calculate $f$ and comment on the size of $\mu$, given that a purely lattice response is expected to have $f$ of roughly 1 to 10 V.**

*Model answer.* At fixed $f$, $\mu=\varepsilon_0\chi f$ is proportional to $1/(T-T_0)$. Warming by 1 K multiplies it by $10/11$, so $P$ falls by 9.1 percent, to $9.1\times10^{-5}\ \mathrm{C/m^2}$. The closeness to the transition that makes $\chi$ large also makes it sensitive to temperature.

The coupling voltage is

$$f=\frac{\mu}{\varepsilon_0\chi}=a\mu=(1.13\times10^7)(50\times10^{-6})\ \mathrm{V}\approx565\ \mathrm{V}.$$

This is more than fifty times the upper end of the lattice range. With $f=10$ V and the same $\chi$, the coefficient would be about 0.9 µC/m and the polarization about $1.8\times10^{-6}\ \mathrm{C/m^2}$. The given $\mu$ should therefore not be read as a lattice property alone. A lattice coupling is in any case bounded: above a value of order $\sqrt{cg}$, with $c$ an elastic modulus and $g$ the coefficient of the polarization-gradient energy, the uniform state becomes unstable to spatial modulation, and for rough perovskite values this bound is of order a few to ten volts. With $f\approx565$ V the energy of part (b) is thus only a description of the response to an imposed uniform gradient.

Surfaces offer one possible further contribution. Suppose that a skin of thickness $\lambda\ll t$ at each face is piezoelectric, with coefficient $+e$ at the outer face and $-e$ at the inner one, and has the permittivity of the body. The face strains are $\pm Gt/2$, so both skins gain the same polarization $eGt/2$ at zero field. For equal permittivities, the zero-voltage condition of part (f) makes $D$ the thickness average of these zero-field polarizations. The skins contribute

$$\frac{2\lambda}{t}\cdot\frac{eGt}{2}=e\lambda G .$$

This is proportional to $G$ and independent of $t$, just like a true flexoelectric term, so a bending measurement of this kind cannot separate the two. Such skins would have to be thick to matter: $e=10\ \mathrm{C/m^2}$ needs $\lambda\approx5\ \mathrm{\mu m}$ to reach the given $\mu$. Skins of low permittivity $\varepsilon_s$ act more strongly. Their term is multiplied by about $\varepsilon_r/\varepsilon_s$, so it follows $\chi$ with temperature as a lattice term does, and it is independent of $t$ only while $2\lambda\varepsilon_r/(t\varepsilon_s)\ll1$. Whether skins or residual polar regions explain a given large coefficient is a matter for further experiment. The estimate of 9.1 percent per kelvin, which assumes a fixed $f$, is then only a guide.

Coefficients of tens of µC/m have been measured in high-permittivity perovskite ceramics near their transitions, so the given value is realistic for that class, though far above that of ordinary dielectrics. The polarization is small beside the roughly 10 µC/cm² or more of many ferroelectric perovskites. The results above also assume a uniform gradient. In a cantilever loaded at its tip, the bending moment, and with it $G$, falls linearly from the clamp to zero at the tip. If $2\ \mathrm{m^{-1}}$ were the value at the clamp, the average would be $1\ \mathrm{m^{-1}}$, and full-length electrodes would collect 1.0 nC instead of 2.0 nC. Among the changes of condition estimated here, leaving the electrodes unconnected matters most, since it reduces $P$ ten-thousandfold. The non-uniform gradient of the cantilever halves the charge, the wide plate raises $P$ by 43 percent, and warming by 1 K lowers it by 9.1 percent.

## Table of computed values

```
INPUTS (material values rough)
flexoelectric coefficient mu = 50.0 uC/m
strain gradient G = 2.0 1/m
beam length = 10.0 mm
beam width = 2.0 mm
beam thickness = 0.20 mm
Curie constant = 1.0e+05 K
temperature above T0 = 10.0 K
quartic coefficient b = 5.0e+09 J m^5/C^4
Young modulus = 100 GPa
Poisson ratio = 0.30 (no unit)
rough bending strength = 80 MPa
rough breakdown field = 50000 V/cm
cell edge = 0.40 nm
electrode layer thickness, each = 1.0 nm
electrode layer permittivity = 10.0 (relative)
GEOMETRY
bending radius R = 0.500 m
gradient from fibre lengths = 2.000000 1/m
face strain = 0.0200 percent
sagitta = 25.00 um
MAIN RESULT, SHORT CIRCUIT
P = mu G = 1.0000e-04 C/m^2
P = mu G = 0.0100 uC/cm^2
P from energy minimum = 9.99995573e-05 C/m^2
electrode charge = 2.000 nC
charge per cell area = 9.986e-05 e
RESPONSE PARAMETERS
susceptibility chi = 10000 (no unit)
quadratic coefficient a = 1.1294e+07 J m/C^2
coupling voltage f = 564.7 V
NEGLECTED EFFECTS
nonlinear change of P = -4.43e-04 percent
gradient for 1 percent loss = 96.5 1/m
open-circuit P = 9.9990e-09 C/m^2
open-circuit field = -11.29 V/cm
open-circuit voltage size = 0.2259 V
open field / breakdown = 2.26e-04 (no unit)
P after 1 K warming = 9.0909e-05 C/m^2
change on 1 K warming = -9.09 percent
electrode-layer ratio r = 0.01000 (no unit)
charge change from layers = -0.990 percent
P for wide plate, same material = 1.4286e-04 C/m^2
plate / beam = 1.4286 (no unit)
face stress = 20.0 MPa
face stress / strength = 0.250 (no unit)
```
